How Much Spin Polarization Survives Injection from a Metal into a Semiconductor?

**Question.** A current flows from a ferromagnetic metal, where half of it is spin polarized, into a nonmagnetic semiconductor. What fraction of the current is still polarized just inside the semiconductor, what sets that fraction, and how much can a tunnel barrier at the contact change it?

**Answer.** The estimate needs a model with two spin channels in parallel, coupled weakly by spin flips. Let the ferromagnet F fill x < 0 and the semiconductor N fill x > 0. All spins are collinear, and "up" denotes the spin that conducts better in F.

**Currents in the two channels**

Let μ_s be the electrochemical potential of electrons with spin s, and V_s = μ_s/e. Electrons flow towards lower μ_s. If J_s is e times their particle flow per area, counted positive from F to N, then in linear response

J_s = −σ_s dV_s/dx.

The conventional electric current points the other way. The total J = J↑ + J↓ is conserved, while spin flips move electrons from the channel with the higher electrochemical potential to the other. With Δ = V↑ − V↓, the spin accumulation in volts, and a flip conductance G per volume,

dJ↑/dx = −GΔ, dJ↓/dx = +GΔ.

Inserting the channel currents gives V↑″ = GΔ/σ↑ and V↓″ = −GΔ/σ↓. Their difference is

Δ″ = Δ/λ², 1/λ² = G(1/σ↑ + 1/σ↓).

An accumulation therefore decays over the spin relaxation length λ.

Write σ↑ = σ(1+P)/2 and σ↓ = σ(1−P)/2, where σ is the total conductivity and P its spin asymmetry. Then

1/σ↑ + 1/σ↓ = 4/[σ(1−P²)],
1/σ↑ − 1/σ↓ = −4P/[σ(1−P²)].

Let S = J↑ − J↓ be the spin current, so that J↑ = (J+S)/2 and J↓ = (J−S)/2. The gradient of the accumulation becomes

Δ′ = −J↑/σ↑ + J↓/σ↓
= −(J/2)(1/σ↑ − 1/σ↓) − (S/2)(1/σ↑ + 1/σ↓)
= 2(PJ − S)/[σ(1−P²)].

Solved for S, this reads

S = PJ − ½σ(1−P²)Δ′.

The first term is the polarization that the bulk material gives the current. The second is carried by diffusion of the accumulation.

**Matching at the contact**

Take both layers much longer than their relaxation lengths, so that Δ vanishes far from the contact. In F, Δ = Δ_F exp(x/λ_F), with slope +Δ_F/λ_F at the contact. In N, Δ = Δ_N exp(−x/λ_N), with slope −Δ_N/λ_N, and P = 0. Define the spin resistances, which are resistances times area,

r_F = λ_F/[σ_F(1−P_F²)], r_N = λ_N/σ_N.

Assume no spin flips inside the interface, so that S is the same on both sides of it. With γ = S/J at x = 0, the expression for S gives

γJ = P_F J − Δ_F/(2r_F), hence Δ_F = 2r_F(P_F − γ)J,
γJ = Δ_N/(2r_N), hence Δ_N = 2r_N γJ.

The interface has a conductance per area g_s for each spin, with total g and asymmetry P_b:

J_s = g_s[V_s(0−) − V_s(0+)], g↑ = g(1+P_b)/2, g↓ = g(1−P_b)/2.

Dividing by g_s and subtracting the two channels gives Δ_F − Δ_N = J↑/g↑ − J↓/g↓. The right side has the same algebraic form as the bulk expression above, with g_s in place of σ_s and the opposite overall sign. Therefore

Δ_F − Δ_N = 2r_b(γ − P_b)J, r_b = 1/[g(1−P_b²)].

Now insert Δ_F and Δ_N and divide by 2J:

r_F(P_F − γ) − r_N γ = r_b(γ − P_b).

Collecting the terms in γ yields

γ = (P_F r_F + P_b r_b)/(r_F + r_b + r_N).

This is a weighted average of three polarizations: P_F for the ferromagnet, P_b for the interface, and zero for the semiconductor. Each is weighted by its spin resistance, so a spin resistance much larger than the other two pulls γ close to its own polarization.

**Direct contact: the mismatch**

For a transparent contact, r_b = 0 and

γ = P_F r_F/(r_F + r_N) ≈ P_F r_F/r_N when r_F ≪ r_N.

The suppression factor is thus a ratio of spin resistances. Written out,

r_F/r_N = (σ_N/σ_F)(λ_F/λ_N)/(1−P_F²).

The conductivity ratio is one factor in it, and the ratio of relaxation lengths is another.

The reason for the loss can be read from the accumulations. Without a barrier Δ is continuous. To carry a spin current γJ by diffusion, the semiconductor needs the accumulation 2r_N γJ. The ferromagnet can supply at most 2r_F P_F J for γ ≥ 0, because a larger accumulation would drive the spin current in F backwards. A small r_F therefore keeps γ small. The polarization is lost before the electrons leave the metal, since inside F

S/J = P_F − (P_F − γ) exp(x/λ_F).

**Numbers for the semiconductor**

Take a nondegenerate, electrically neutral semiconductor at 300 K with electron density n = 10²² m⁻³, mobility η = 0.5 m²/(V s) and spin decay time τ_s = 100 ps. The time τ_s is defined by the decay of n↑ − n↓. These are round model parameters.

The conductivity is

σ_N = neη = 801 S/m.

The relaxation length follows from τ_s. In a nondegenerate band n_s is proportional to exp(μ_s/k_BT) at a given electrostatic potential. The ratio n↑/n↓ is then exp(eΔ/k_BT), and the density polarization is

P_n = (n↑ − n↓)/n = tanh(eΔ/2k_BT) ≈ eΔ/(2k_BT).

Spin balance requires dS/dx = −e(n↑ − n↓)/τ_s, while the channel equations give dS/dx = −2GΔ. Equating the two for small Δ gives G = e²n/(4k_BTτ_s). In N both channel conductivities are σ_N/2, so

1/λ_N² = 4G/σ_N = e/(ηk_BTτ_s) = 1/(Dτ_s), D = ηk_BT/e.

D is the diffusion constant: at fixed electrostatic potential dμ_s = k_BT dn_s/n_s, which turns J_s = −n_s η dμ_s/dx into −eD dn_s/dx. With k_BT/e = 25.85 mV,

D = 0.5 × 0.02585 = 0.0129 m²/s,
λ_N = √(0.0129 × 10⁻¹⁰) m = 1.14 µm,
r_N = λ_N/σ_N = 1.42 × 10⁻⁹ Ω m² = 1419 Ω µm².

For the ferromagnet take σ_F = 10⁷ S/m, λ_F = 10 nm and P_F = 0.5:

r_F = 10⁻⁸/(10⁷ × 0.75) Ω m² = 1.33 × 10⁻³ Ω µm².

The ratio of spin resistances, split into its factors, is

r_F/r_N = (8.01 × 10⁻⁵)(8.80 × 10⁻³)/0.75 = 9.4 × 10⁻⁷.

The injected polarization through a direct contact is therefore

γ = 0.5 × 9.4 × 10⁻⁷ = 4.7 × 10⁻⁷.

About one part in two million of the current is polarized. In F, at a distance λ_F from the contact, the polarization has already fallen from 0.5 to 0.5(1 − 1/e) = 0.316.

The case r_b = 0 is an idealization. The semiconductor can pass at most the thermal flux of its electrons, which limits the contact conductance per area to e²nv/(k_BT) with v = √(k_BT/2πm). For an effective mass of 0.1 electron masses the inverse of this is 190 Ω µm². Even a fully transmitting contact thus keeps an r_b of order 10² Ω µm², some 10⁵ times r_F. If that resistance is the same for both spins, little changes: r_b = 100 Ω µm² with P_b = 0 gives γ = 4.4 × 10⁻⁷. With P_b = 0.01 it gives γ = 6.6 × 10⁻⁴. The value 4.7 × 10⁻⁷ is therefore what the bulk polarization of F contributes, and it is the whole answer only for an interface without spin selectivity.

**How the direct-contact value scales**

From the expressions for λ_N and σ_N,

r_N = √(k_BTτ_s/(eη))/(ne).

In the mismatched regime γ thus grows as n√η/√τ_s. A long spin lifetime, which is welcome once the spins are inside, makes direct injection less efficient: the accumulation extends further and its gradient drives less spin current. To reach r_N = r_F by doping at fixed η and τ_s, n would have to rise by about 10⁶, to 10²⁸ m⁻³. That is a metallic density, at which the nondegenerate formula no longer applies.

Replacing the semiconductor by a normal metal shows that conductivity alone does not decide the matter. Let this metal have conductivity 5 × 10⁷ S/m and relaxation length 500 nm. Its spin resistance is 0.010 Ω µm², and

γ = 0.5 × 0.00133/(0.00133 + 0.0100) = 0.059.

The polarization is still reduced by a factor of 8.5, although this metal conducts five times better than F. The cause is its relaxation length, 50 times that of F. Even so, γ is five orders of magnitude larger than for the semiconductor.

A thin semiconductor gives a second way to lower the spin resistance. Suppose that N ends at x = d in a perfect spin sink, where Δ = 0. Then Δ = Δ_N sinh[(d−x)/λ_N]/sinh(d/λ_N), and its slope at x = 0 is −(Δ_N/λ_N) coth(d/λ_N). The matching is unchanged if r_N is replaced by r_N tanh(d/λ_N). For this to equal r_F, d/λ_N would have to be about 10⁻⁶, a thickness far below one atomic spacing. The diffusive formula fails long before that. It needs d larger than the mean free path, about 0.1 µm for this mobility and an effective mass of 0.1 electron masses, and at that thickness r_N tanh(d/λ_N) is still about 10⁵ times r_F.

**What a tunnel barrier does**

With r_F negligible beside r_b and r_N, and P_F r_F negligible beside P_b r_b, the general result becomes

γ ≈ P_b r_b/(r_b + r_N).

To reach a fraction f of P_b, set r_b/(r_b + r_N) = f and solve:

r_b = r_N f/(1−f).

Half of P_b requires r_b = r_N, and 90 % requires r_b = 9r_N. For P_b = 0.4 the values are:

r_b/r_N = 0.001: γ = 0.00040
r_b/r_N = 0.1: γ = 0.036
r_b/r_N = 1: γ = 0.200
r_b/r_N = 9: γ = 0.360
r_b/r_N = 100: γ = 0.396

Well below r_N, but with P_b r_b still large beside P_F r_F, γ is proportional to r_b. Well above r_N it saturates at P_b, and further resistance mostly costs voltage.

For a barrier with r_b = 10⁴ Ω µm² and P_b = 0.4,

γ = (0.5 × 0.00133 + 0.4 × 10000)/(0.00133 + 10000 + 1419) = 0.350.

This is 7.5 × 10⁵ times the direct-contact value. The contribution of the ferromagnet's bulk to the numerator is negligible. What has been restored is the polarization selected by the tunnelling conductances, and the ceiling is P_b rather than P_F.

The barrier works because its two spin channels conduct differently. The current then makes Δ jump at the contact, with the larger value in the semiconductor. On the semiconductor side,

Δ_N = 2r_N γJ = 2 × (1.42 × 10⁻⁹) × 0.350 × 10⁵ V = 0.099 mV

at J = 10⁵ A/m². On the metal side, Δ_F = 2r_F(P_F − γ)J is only about 4 × 10⁻¹¹ V. The semiconductor has the accumulation it needs, and the metal does not have to match it.

Resistance without spin selectivity does not help. With the same r_b but P_b = 0,

γ = P_F r_F/(r_F + r_b + r_N) = 5.8 × 10⁻⁸,

which is eight times smaller than for the direct contact. Such a barrier adds weight to the denominator and nothing to the numerator.

**A nearly half-metallic ferromagnet**

The mismatch can also be removed from the metal's side, because r_F grows as P_F approaches 1. Holding σ_F and λ_F fixed, r_F = r_N requires

1 − P_F² = λ_F/(σ_F r_N) = 7.0 × 10⁻⁷,

or 1 − P_F = 3.5 × 10⁻⁷. The direct contact would then give γ = P_F/2 = 0.50. The demand on the material is extreme: the down channel may carry only the share (1−P_F)/2, about two parts in ten million, of the conductivity.

If G rather than λ_F is held fixed, the demand is stronger still. In that case λ_F = ½√[σ_F(1−P_F²)/G], so r_F grows only as (1−P_F²)^(−1/2).

**Polarized current and polarized electrons**

The value γ = 0.35 describes the current. The density polarization at the contact is much smaller:

P_n = tanh[0.0994/(2 × 25.85)] = 1.9 × 10⁻³.

The two are related simply. Since r_N J = λ_N J/σ_N = Eλ_N, where E = J/σ_N is the magnitude of the field in N,

P_n ≈ eΔ_N/(2k_BT) = γε, ε = eEλ_N/(k_BT).

Here E = 125 V/m and ε = 5.5 × 10⁻³. In this regime the density polarization grows in proportion to J, while γ does not depend on J.

With Fermi–Dirac statistics, an effective mass of 0.1 electron masses and the same Δ_N, P_n is 1.914 × 10⁻³ instead of 1.923 × 10⁻³, lower by about 0.4 %. This comparison holds Δ_N fixed. At fixed η and τ_s the same weaker response of the density also lowers G, which raises λ_N, r_N and Δ_N slightly and offsets part of the change. The sign is as expected. An occupation f changes with μ/k_BT at the rate f(1−f), which is less than f, so the density responds more weakly than the exponential law says.

**Where the estimate holds**

The treatment of N neglected the change of conductivity that accompanies a spin density, and with it the drift of that density in the field. To see its size, let s = n↑ − n↓ and let v = ηE be the drift velocity. Then S = e(vs − Ds′), and the spin balance becomes

Ds″ − vs′ − s/τ_s = 0.

Try s ∝ exp(−qx/λ_N), multiply by λ_N²/D = τ_s, and use vλ_N/D = ε:

q² + εq − 1 = 0, q = √(1 + ε²/4) − ε/2.

The injected spin current is S(0) = e s(0)(D/λ_N)(ε + q). Relative to pure diffusion, where the last bracket is 1, it changes by the factor

√(1 + ε²/4) + ε/2 ≈ 1 + ε/2.

For the present field this is 1.0027, so drift lowers the effective r_N by about 0.3 %. At large ε the factor grows as ε. Closing a gap of 10⁶ in this way would need ε of about 10⁶, a field about 2 × 10⁸ times the present one. That is some 10¹⁰ V/m, far beyond the breakdown field of a semiconductor. The relation v = ηE ends much earlier. A saturation velocity of order 10⁵ m/s is reached near 2 × 10⁵ V/m, where ε = vλ_N/D is about 9 if D and λ_N keep their values, so drift gains roughly one order of magnitude at most.

The interface was also treated as ohmic. The scale J/g = 0.84 mV is small compared with k_BT/e, which is consistent with that treatment. A real contact may have band bending, spin flips at the interface or a bias-dependent P_b. These are left out. They need not be small: with this barrier, lowering P_b by a tenth lowers γ by a tenth, whereas the drift correction changes γ by only about 0.03 %. Band bending can dominate altogether. A Schottky barrier of 0.7 eV crossed by thermionic emission has a resistance near 10¹² Ω µm² and a saturation current near 0.02 A/m², far below the J used here, so the estimate applies only to contacts in which such a barrier has been removed or thinned.

The formula for γ was tested against a direct solution of Kirchhoff's laws for a two-rail resistor ladder, one rail per spin, with rungs for the spin flips. In four cases, whose largest and smallest spin resistances differ by factors between 3 and 200, and one of which has negative P_b, the largest deviation in γ was 3 × 10⁻⁶. The ladder also reproduces the direct-contact and barrier values above; they are listed in the numerical output.

The sizes are therefore these. For this metal and semiconductor, an ohmic contact without spin selectivity passes at most a fraction r_F/r_N, about 10⁻⁶, of the metal's bulk polarization. A spin-selective barrier with r_b of a few times r_N, here several thousand Ω µm², brings the injected polarization to within a few tens of per cent of P_b.

Table of computed values

```
temperature                        300 K
thermal voltage kT/e               25.85 mV
current density J                  1.0e+05 A/m^2
F conductivity                     1.00e+07 S/m
F spin relaxation length           10.0 nm
F conductivity asymmetry P_F       0.50
N electron density                 1.0e+22 m^-3
N mobility                         0.50 m^2/(V s)
N spin decay time                  100 ps
N effective mass                   0.10 m_e
N conductivity                     801.1 S/m
N diffusion constant               0.01293 m^2/s
N spin relaxation length           1.137 um
same length from ladder            1.137 um
conductivity ratio N/F             8.011e-05
length ratio F/N                   8.796e-03
r_F                                1.333e-03 ohm um^2
r_N                                1419.2 ohm um^2
r_F/r_N                            9.395e-07
general test, largest deviation    3.0e-06
gamma direct contact, formula      4.697e-07
gamma direct contact, ladder       4.697e-07
polarization in F at depth lam_F   0.316
barrier r_b                        10000.0 ohm um^2
barrier asymmetry P_b              0.40
gamma with barrier, formula        0.3503
gamma with barrier, ladder         0.3503
gain over direct contact           7.46e+05
gamma, barrier with P_b = 0        5.838e-08
r_b/r_N = 0.001   gamma            4.001e-04
r_b/r_N = 0.1     gamma            3.636e-02
r_b/r_N = 1       gamma            2.000e-01
r_b/r_N = 9       gamma            3.600e-01
r_b/r_N = 100     gamma            3.960e-01
normal metal conductivity          5.0e+07 S/m
normal metal relaxation length     500 nm
normal metal spin resistance       1.000e-02 ohm um^2
gamma into normal metal            0.0588
1 - P_F needed for r_F = r_N       3.52e-07
gamma for that ferromagnet         0.5000
Delta_N with barrier               0.0994 mV
density polarization, tanh         1.923e-03
density polarization, Fermi-Dirac  1.914e-03
J/g of the barrier                 0.840 mV
field in N                         124.8 V/m
drift parameter eps                5.49e-03
drift factor, numerical            1.00275
```
